\section*{Logarithmic soft-photon factor from the late Coulomb deflection of charges, part 2}

We seek the classical radiation of charges at low frequency $\omega$. Its leading term is a pole in $\omega$. The next term would need a definite offset $c_a$ for each final line $X_a=c_a+u_a\tau$, but Part I showed that the Coulomb force makes the offset drift logarithmically. We want the coefficient of the resulting $\ln\omega$.

We set $c=\hbar=1$, with Heaviside--Lorentz charges and metric $(+,-,-,-)$. Particle $a$ has charge $q_a$, mass $m_a$, position $X_a(\tau)$ at proper time $\tau$, four-velocity $u_a(\tau)$ and momentum $p_a=m_au_a$; without an argument, $u_a$ and $p_a$ are late-time limits. The photon has $k=\omega(1,\mathbf n)$ and polarization $\varepsilon$, with $\varepsilon\cdot k=0$. Also $\gamma_{ab}=u_a\cdot u_b$.

The current transform $J^\mu(k)$ defines the soft factor $S=-i\varepsilon\cdot J$. For outgoing charges it contains $iq_a\int d\tau\,e^{ik\cdot X_a}\,d[u_a^\mu/(k\cdot u_a)]/d\tau$. The pole and, for finite offsets, the next term are
\begin{equation}
J^\mu_{\rm pole}=i\sum_a q_a\frac{p_a^\mu}{p_a\cdot k}.
\label{pole}
\end{equation}
\begin{equation}
J^\mu_{0}=\sum_aq_a\left(c_a^\mu-u_a^\mu\frac{k\cdot c_a}{k\cdot u_a}\right).
\label{offset}
\end{equation}

For massive charges with different final velocities, and electromagnetic forces only, the late force is $W_a^\mu/\tau^2$, with $W_a=m_aw_a$ and corrections at most of order $\tau^{-3}\ln\tau$. Hence
\begin{align}
u_a(\tau)&=u_a-\frac{w_a}{\tau}+\cdots,\nonumber\\
w_a^\mu&=\sum_{b\ne a}\frac{q_aq_b}{4\pi m_a}
\frac{\gamma_{ab}u_a^\mu-u_b^\mu}{(\gamma_{ab}^2-1)^{3/2}} .
\label{start}
\end{align}
The orbit drifts by $-w_a^\mu\ln\tau$. Moreover $w_a^\mu=\partial G/\partial p_{a\mu}$, where $-G\ln T$ is the interaction action up to a late time $T$ and
\begin{equation}
G=\sum_{\rm pairs}\frac{q_aq_b}{4\pi}\,
\frac{p_a\cdot p_b}{\sqrt{(p_a\cdot p_b)^2-p_a^2p_b^2}} .
\label{G}
\end{equation}

The example is a neutral parent at rest that decays into charges $\pm q$ of equal mass $m$, moving back to back with final speed $v$. Here $\gamma=(1-v^2)^{-1/2}$, $\kappa=q^2/(4\pi m)$ and $(\gamma_{ab}^2-1)^{1/2}=2\gamma^2v$. The numerical model, with length unit $L$, has $\kappa=0.1\,L$ and initial speed $0.6$. The retarded force is switched on when each charge is a distance $L$ from the origin, and the self-force is omitted. Integration gave $v=0.5859$ and $\gamma=1.2340$.

\subsection{The integral that produces the logarithm}

We expand the quotient in the current to first order in $1/\tau$:
\begin{align}
\frac{u_a^\mu(\tau)}{k\cdot u_a(\tau)}
&=\frac{u_a^\mu}{k\cdot u_a}
-\frac1\tau\frac{V_a^\mu}{k\cdot u_a}+\cdots,\nonumber\\
V_a^\mu&=w_a^\mu-u_a^\mu\frac{k\cdot w_a}{k\cdot u_a} .
\label{V}
\end{align}
The vector $V_a$ depends on the direction of the photon but not on its frequency. The derivative of the quotient is $+V_a^\mu/(k\cdot u_a\,\tau^2)$, and we need
\begin{equation}
I(\alpha)=\int_{\tau_0}^\infty\frac{e^{i\alpha\tau}}{\tau^2}d\tau,
\qquad \alpha=k\cdot u_a>0,
\end{equation}
where $\tau_0$ is a fixed time after which the late expansion holds. Integration by parts gives
\begin{equation}
I=\frac{e^{i\alpha\tau_0}}{\tau_0}
+i\alpha\int_{\alpha\tau_0}^\infty\frac{e^{is}}{s}ds .
\end{equation}
Let $\delta=\alpha\tau_0$. We turn the path of the last integral from the real to the positive imaginary axis, where the exponential decays. The small quarter circle from $\delta$ to $i\delta$ gives $i\pi/2$, and on the imaginary axis $s=iy$ gives
\begin{align}
\int_\delta^\infty\frac{e^{-y}}{y}dy
&=-e^{-\delta}\ln\delta+\int_\delta^\infty e^{-y}\ln y\,dy\nonumber\\
&=-\ln\delta-\gamma_E+\cdots .
\end{align}
Here $\gamma_E$ is Euler's constant, and $\int_0^\infty e^{-y}\ln y\,dy=-\gamma_E$ is the derivative of the gamma function at one. With $e^{i\delta}/\tau_0=1/\tau_0+i\alpha+\cdots$, we find
\begin{equation}
I=\frac1{\tau_0}+i\alpha\left[1-\gamma_E-\ln(\alpha\tau_0)
+\frac{i\pi}{2}\right]+O(\alpha^2\tau_0).
\label{integral}
\end{equation}

The logarithmic part of $I$ is $-i\alpha\ln\omega$. It is multiplied by $iq_aV_a^\mu/\alpha$, and $i(-i)=1$. Hence
\begin{equation}
J_{\ln}^\mu=\ln\omega\sum_aq_aV_a^\mu .
\label{short}
\end{equation}
This is the finite-offset formula of Part I with $c_a$ replaced by $w_a\ln\omega$. The argument of the logarithm needs a length to be dimensionless; changing that length changes the finite term, not the coefficient of $\ln\omega$.

No other part of the orbit changes this coefficient. Before $\tau_0$ the exponential can be expanded in powers of $\omega$, without logarithms. At later times the drift adds $-k\cdot w_a\ln\tau$ to the phase. Its first effect is $\omega\int d\tau\,e^{i\alpha\tau}(\ln\tau)/\tau^2$, which is a constant times $\omega$ plus terms of order $\omega^2\ln^2\omega$. The prefactor $1/(k\cdot u_a)$ turns these into a constant and terms of order $\omega\ln^2\omega$. Corrections of order $\tau^{-3}\ln\tau$ in the derivative give a term of order $1/\omega$, which is part of the pole (\ref{pole}), then a constant and terms of order $\omega\ln^2\omega$; they too contain no $\ln\omega$ at order $\omega^0$.

\subsection{The explicit soft factor}

From (\ref{start}), $k\cdot w_a$ contains $\gamma_{ab}k\cdot u_a-k\cdot u_b$. When $w_a$ is inserted in (\ref{V}), the terms $\gamma_{ab}u_a^\mu$ cancel:
\begin{equation}
V_a^\mu=-\sum_{b\ne a}\frac{q_aq_b}{4\pi m_a}
\frac{u_b^\mu-u_a^\mu\,(k\cdot u_b)/(k\cdot u_a)}
{(\gamma_{ab}^2-1)^{3/2}} .
\label{Vexplicit}
\end{equation}
Now write $D_{ab}=(p_a\cdot p_b)^2-m_a^2m_b^2$. Since $p_a\cdot p_b=m_am_b\gamma_{ab}$, the denominator is $D_{ab}^{3/2}/(m_a^3m_b^3)$. The numerator equals $1/m_b$ times the same expression in momenta. Together with the explicit $1/m_a$, the masses combine to $m_a^2m_b^2$, and
\begin{equation}
\begin{split}
J_{\ln}^\mu=-\frac{\ln\omega}{4\pi}\sum_a\sum_{b\ne a}
&\frac{q_a^2q_bm_a^2m_b^2}{D_{ab}^{3/2}}\\
&\times\left(p_b^\mu-p_a^\mu\frac{p_b\cdot k}{p_a\cdot k}\right).
\end{split}
\label{result}
\end{equation}
Multiplication by $-i\varepsilon_\mu$ gives the soft factor:
\begin{equation}
\begin{split}
S_{\ln}=\frac{i\ln\omega}{4\pi}\sum_a\sum_{b\ne a}
&\frac{q_a^2q_bm_a^2m_b^2}{D_{ab}^{3/2}}\\
&\times\left(\varepsilon\cdot p_b
-\varepsilon\cdot p_a\frac{p_b\cdot k}{p_a\cdot k}\right).
\end{split}
\label{softlog}
\end{equation}
Replacing $\varepsilon$ by $k$ makes the bracket zero, pair by pair, as gauge invariance requires. Of the three charges in each term, two make the force and one emits. Reversing all charges reverses the sign.

If a charge is ultrarelativistic relative to the other charges, $\gamma_{ab}$ is large. In the rest frame of a partner the late force acts along the motion, where the inertia is $\gamma_{ab}^3m_a$, and it changes the velocity very little. In the opposite limit $\gamma_{ab}\to1$ the coefficient grows, in general as the inverse square of the relative speed. For a pair with equal charge-to-mass ratio this leading term cancels between the two emitters and only the inverse first power remains; for identical charges moving back to back the coefficient vanishes at right angles to their line. The late expansion then sets in later: for comparable masses and small relative speed $v_r$, the drift is of order $(\kappa/v_r^2)\ln\tau$, with $\kappa$ the length $|q_aq_b|/(4\pi m)$, while the separation is $v_r\tau$. The frequency must satisfy $\omega\kappa/v_r^3\ll1$, up to the logarithm. For equal final velocities, or a bound pair, the derivation does not apply.

\subsection{Incoming charges}

An incoming particle is followed towards $\tau\to-\infty$. Its retarded partners are then also in the far past, so incoming charges are paired with incoming charges. On $x=u_a\tau$ the numerator of the force is proportional to $\tau$, while the denominator contains $|\tau|^3$. With $\tau<0$ the force is therefore $-W_a/\tau^2$, and
\begin{equation}
u_a(\tau)=u_a-\int_{-\infty}^{\tau}\frac{w_a}{\tau'^2}d\tau'
=u_a+\frac{w_a}{\tau} .
\end{equation}
In this equation $u_a$ is the initial four-velocity. A repelled particle slows down as it comes in, as it should.

The derivative of $u_a^\mu/(k\cdot u_a)$ is now $-V_a^\mu/(k\cdot u_a\,\tau^2)$. The integral over negative times is the complex conjugate of (\ref{integral}), so its logarithm is $+i\alpha\ln\omega$. Two signs have changed, and the contribution to $J_{\ln}$ is again $+q_aV_a^\mu\ln\omega$. Equation (\ref{result}) therefore holds for incoming pairs with the incoming momenta, and the two sums are added. The incoming sum is absent if at most one incoming particle is charged.

\subsection{Low's operator acting on the Coulomb phase}

The same term can be read as Low's theorem applied to an amplitude whose phase depends on $\omega$. Consider a neutral parent and an amplitude $M$ for outgoing scalar charges. Emission from leg $a$ gives
\begin{equation}
q_a\frac{\varepsilon\cdot(2p_a+k)}{(p_a+k)^2-m_a^2}M(p_a+k)
=q_a\frac{\varepsilon\cdot p_a}{p_a\cdot k}
\left(1+k\cdot\partial_a\right)M+\cdots,
\end{equation}
where $\partial_a^\mu=\partial/\partial p_{a\mu}$, and we used $\varepsilon\cdot k=0$, $k^2=0$ and $p_a^2=m_a^2$. Replacing $\varepsilon$ by $k$ in the soft form on the right gives $\sum_aq_a(1+k\cdot\partial_a)M$. The first part vanishes by charge conservation. Emission from inside the process must cancel the second and supplies $-\sum_aq_a\,\varepsilon\cdot\partial_aM$. The subleading operator is
\begin{equation}
S^{(1)}=\sum_aq_a\left(\frac{\varepsilon\cdot p_a}{p_a\cdot k}
k\cdot\partial_a-\varepsilon\cdot\partial_a\right).
\label{low}
\end{equation}
It gives zero on any function of $p_a^2$, so the way in which $G$ is continued off the mass shell is immaterial.

The late interaction gives the amplitude a phase $e^{-iG\ln T}$. If the photon resolves the motion up to $T\sim1/\omega$, this becomes $e^{iG\ln\omega}$. Acting on it with (\ref{low}) and using $\partial_a^\mu G=w_a^\mu$, we obtain
\begin{align}
\frac{S^{(1)}e^{iG\ln\omega}}{e^{iG\ln\omega}}
&=-i\ln\omega\sum_aq_a\left(\varepsilon\cdot w_a
-\varepsilon\cdot p_a\frac{k\cdot w_a}{p_a\cdot k}\right)\nonumber\\
&=-i\varepsilon\cdot J_{\ln} .
\end{align}
The choice $T\sim1/\omega$ is an estimate here; the integral (\ref{integral}) is its classical justification. This argument does not give the complete quantum factor. At one loop there is a further $\ln\omega$ term, from the rest of the virtual soft-photon exponent. It is not contained in (\ref{softlog}) and is not derived here.

\subsection{Phase and time dependence}

For a real spatial polarization vector $\mathbf e$, with $\mathbf e\cdot\mathbf n=0$, define $\mathcal A$ and $\mathcal B$ by
\begin{equation}
\mathbf e\cdot\mathbf J=\frac{i\mathcal A}{\omega}
+\mathcal B\ln\omega+O(\omega^0),
\qquad
\mathcal B=\sum_aq_a\,\mathbf e\cdot\mathbf V_a .
\end{equation}
Both coefficients are real, so the logarithm is a quarter cycle out of phase with the pole. In the intensity, the product of these two terms therefore cancels.

In time the effect is a slow tail. At a large distance $R$ in direction $\mathbf n$, the retarded potential of each charge is $q_au_a^\mu/(4\pi R\,\hat n\cdot u_a)$, with $\hat n=(1,\mathbf n)$. Let $\sigma=t-R$ be the retarded time at the observer. It is related to the emission time by $\sigma\simeq\hat n\cdot u_a\,\tau$. Inserting this in (\ref{V}), with $k$ replaced by $\hat n$, gives for outgoing charges
\begin{equation}
4\pi R\,\mathbf e\cdot\mathbf A(\sigma)
=\mathcal A-\frac{\mathcal B}{\sigma}+\cdots .
\label{wavetail}
\end{equation}
The constant is the lasting change of the potential that corresponds to the pole; the approach to it as $1/\sigma$ corresponds to the logarithm.

\subsection{The decaying pair: radiation}

We return to charges $\pm q$ of equal mass, moving back to back with final speed $v$. Let $\theta$ be the angle between $\mathbf n$ and the velocity of $+q$, and choose $\mathbf e$ in their plane with component $\sin\theta$ along that velocity. The pole is
\begin{align}
\mathcal A&=qv\sin\theta\left(\frac1{1-v\cos\theta}
+\frac1{1+v\cos\theta}\right)\nonumber\\
&=\frac{2qv\sin\theta}{1-v^2\cos^2\theta} .
\end{align}
The two terms add because both charge and velocity are reversed.

For the logarithm, Part I gave $(\gamma_{ab}^2-1)^{1/2}=2\gamma^2v$. For $+q$ the spatial projection of the numerator in (\ref{Vexplicit}) is
\begin{equation}
-\gamma v\sin\theta\left(1+\frac{1+v\cos\theta}{1-v\cos\theta}\right)
=-\frac{2\gamma v\sin\theta}{1-v\cos\theta} .
\end{equation}
With $\kappa=q^2/(4\pi m)$ the prefactor $-q_aq_b/(4\pi m)$ is $+\kappa$. Dividing by $8\gamma^6v^3$ and multiplying by the charge gives $-q\kappa\sin\theta/[4\gamma^5v^2(1-v\cos\theta)]$. The other particle gives the same expression with $\cos\theta\to-\cos\theta$. Their sum is
\begin{equation}
\mathcal B=-\frac{q\kappa\sin\theta}
{2\gamma^5v^2(1-v^2\cos^2\theta)},
\qquad
\frac{\mathcal B}{\mathcal A}=-\frac{\kappa}{4\gamma^5v^3} .
\label{ratio}
\end{equation}
For this pair the ratio does not depend on the photon angle.

The model of Part I has $\kappa=0.1\,L$, $v=0.5859$ and $\gamma=1.2340$. At $\theta=60^\circ$,
\begin{align}
\frac{\mathcal A}{q}&=\frac{2(0.5859)(0.8660)}{1-(0.5859)^2/4}=1.110,\\
\frac{\mathcal B}{\mathcal A}&=-\frac{0.1\,L}{4(1.2340)^5(0.5859)^3}
=-0.0434\,L,
\end{align}
and therefore $\mathcal B/q=-0.0482\,L$.

The radiation integral was also evaluated directly on the numerical orbits, by Simpson's rule in $\ln t$ up to a phase of 200, with the leading asymptotic remainder added. The change of ${\rm Re}(\mathbf e\cdot\mathbf J)/q$ per unit of $\ln\omega$, averaged over successive decades, is as follows.

\begin{center}
\begin{tabular}{cc}
$\omega L$ & slope$/L$\\
$10^{-1}$ to $10^{-2}$ & $-0.0474$\\
$10^{-2}$ to $10^{-3}$ & $-0.0481$\\
$10^{-3}$ to $10^{-4}$ & $-0.0482$\\
$10^{-4}$ to $10^{-5}$ & $-0.0482$
\end{tabular}
\end{center}

The slope settles at the value of $\mathcal B/q$ as the frequency falls. In the time domain, the final wave minus the wave at $\sigma=10^4L$, multiplied by $\sigma/q$, is also $-0.0482\,L$, in agreement with (\ref{wavetail}).

At $\omega=10^{-3}/L$ the pole is $1110\,L$ in units of $q$. The logarithmic term, with $L$ as the reference length, is $(-0.0482\,L)\ln(10^{-3})=0.333\,L$. Its magnitude relative to the pole is $3.0\times10^{-4}$. The correction is small here, and relative to the pole it vanishes as $\omega\to0$. If a finite constant were put in its place, however, the absolute error of the expansion would grow as $|\ln\omega|$.

\subsection{A scattering orbit and a screened force}

A second model shows the incoming contribution and the role of the long range. A charge $q$ of mass $m$ passes a very heavy charge $q$ at rest. Again $\kappa=0.1\,L$; the closest distance is $L$ and the speed there is $0.6$. The photon lies in the orbital plane, at $0.4$ radian from the line joining the heavy charge to the closest point, towards the direction of motion there. The polarization lies in the same plane, with a positive component along the velocity at the closest point; the opposite choice reverses the signs of the numbers below. For a heavy partner $\mathbf e\cdot\mathbf u_b=0$ and $\gamma_{ab}=\gamma$, and (\ref{Vexplicit}) reduces on each leg to
\begin{equation}
\frac{\mathcal B_{\rm leg}}{q}
=\frac{\kappa\,\mathbf e\cdot\mathbf v}{\gamma^3v^3(1-\mathbf n\cdot\mathbf v)} .
\end{equation}
The heavy charge's own radiation vanishes in this limit because its $w$ is inversely proportional to its mass.

Numerical integration of the relativistic orbit, without self-force, gives an asymptotic speed of $0.672$. With the asymptotic velocities inserted, the incoming leg contributes $0.103\,L$ and the outgoing leg $0.119\,L$, in total $0.222\,L$. The radiation integral on the orbit has the slope $0.222\,L$ between $\omega L=10^{-4}$ and $10^{-5}$. The two legs add, as the two sign changes require.

When the force is multiplied by $e^{-r/(5L)}$, the slope in the same interval falls to $6\times10^{-9}L$. The charge is still deflected near the heavy one, but its velocity now reaches its limit exponentially fast and the offset is finite. The logarithm belongs to the unscreened $1/r^2$ force, not to deflection as such. For a force screened at a length $\lambda$, (\ref{softlog}) therefore ceases to apply once the phase $\omega(1-\mathbf n\cdot\mathbf v)\lambda/v$ gathered while crossing $\lambda$ falls to order one or below. For slow charges this means that $1/\omega$ exceeds the crossing time; for a fast charge and a photon close to its direction of motion the logarithm is lost at much higher frequency. A real medium also changes the propagation of the photon and slows the charges; these effects are not included here.

Numerical values quoted here were computed with a short program.
